# Kissinger's Relation for First-Order Porogen Decomposition under Linear Heating

## First half: from the rate law to a straight line

**Q.** You propose to heat an organosilicate film at several steady rates, note the temperature at which its porogen decomposes fastest in each run, and obtain an activation energy. You do not ask how much porogen the film held. Why should a peak temperature be enough?

**A.** It is enough for a particular rate law, so I will state that first. The porogen is the organic part of the film that is removed by heat to leave pores in the silicon–oxygen network. Let $\alpha$ be the fraction of it that has decomposed, from 0 to 1. I assume one irreversible first-order step:

$$\frac{d\alpha}{dt}=k(T)\,(1-\alpha),\qquad k(T)=A\,e^{-E/(k_BT)} .$$

Here $t$ is time, $T$ is the absolute temperature of the film, $k_B$ is Boltzmann's constant, $E>0$ is the activation energy per event, and $A>0$ is the prefactor. Both $E$ and $A$ are constants. "First order" means that each remaining porogen unit has the same chance per unit time of decomposing, however many others remain.

The film has one temperature throughout, and it is heated linearly from $T_0$:

$$T=T_0+\beta t,\qquad \beta>0 .$$

**Q.** An instrument does not see $\alpha$. It sees mass, or gas.

**A.** If the fragments leave as soon as they form, the rate of mass loss and the gas signal are both proportional to $d\alpha/dt$. The constant of proportionality contains the porogen load, but multiplying a curve by a constant does not move its maximum. The peak I mean is that of the rate, not of the remaining mass, which has no peak. Plotting the signal per second or per kelvin makes no difference either, because $d\alpha/dT=(1/\beta)\,d\alpha/dt$ and $\beta$ is constant in a run. Slow escape of the fragments is a separate matter, and it does move the peak.

**Q.** To find the maximum you must differentiate the rate, and the rate contains $\alpha(t)$. You would have to solve for $\alpha$ first, with an awkward integral of the Arrhenius factor.

**A.** The integral can be avoided by differentiating the logarithm. Write $r=d\alpha/dt$. Since $r>0$, the functions $r$ and $\ln r$ rise and fall together. The rate law gives

$$\ln r=\ln A-\frac{E}{k_BT}+\ln(1-\alpha).$$

The first term is constant. For the second, the chain rule with $dT/dt=\beta$ gives

$$\frac{d}{dt}\left(-\frac{E}{k_BT}\right)=\frac{E}{k_BT^2}\,\beta .$$

For the third,

$$\frac{d}{dt}\ln(1-\alpha)=-\frac{1}{1-\alpha}\frac{d\alpha}{dt}=-\frac{k(T)(1-\alpha)}{1-\alpha}=-k(T).$$

The unknown fraction cancels, and this is where first order enters. The sum is

$$\frac{d\ln r}{dt}=\frac{\beta E}{k_BT^2}-k(T). \tag{1}$$

**Q.** You divided by $1-\alpha$. What if the porogen has run out?

**A.** In this model it does not run out at any finite time. Dividing the rate law by $1-\alpha$ and integrating from $\alpha=0$ at $t=0$ gives

$$1-\alpha=\exp\left(-\int_0^t k\,dt'\right),$$

which is positive while the integral is finite. The division is therefore allowed.

**Q.** Setting equation (1) to zero gives a stationary point. It could be a minimum, or there could be several.

**A.** The two terms settle that. As $T$ rises, $\beta E/(k_BT^2)$ falls. The other term, $k(T)$, rises, because

$$\frac{dk}{dT}=k\,\frac{E}{k_BT^2}>0 .$$

Their difference falls steadily and can pass through zero at most once. If it does, it passes from positive to negative, so the rate changes from rising to falling. The stationary point is a maximum, and there is no second one.

Whether it exists depends on the start. At very high temperature the first term tends to zero and $k$ tends to $A$, so the difference ends negative. A maximum after the start therefore occurs if the difference begins positive:

$$\frac{\beta E}{k_BT_0^2}>k(T_0). \tag{2}$$

If this fails, the rate falls from the first moment and the run has no peak to report.

**Q.** Is that a practical restriction or a formal one?

**A.** It depends on how hot the film is when the ramp begins. Take the round model values $E=2.1$ eV and $A=5\times10^{13}$ s$^{-1}$, for which $E/k_B=24369.5$ K. Let the heating rate be 10 K/min, which is $0.16667$ K/s. For a start at 300 K, the left side of (2) is

$$\frac{0.16667\times24369.5}{300^2}=4.51\times10^{-2}\ \text{s}^{-1},$$

while $k(300\ \text{K})=2.6\times10^{-22}$ s$^{-1}$. The condition holds by a very wide margin. For a start at 720 K, the left side is $7.8\times10^{-3}$ s$^{-1}$ and $k$ is $0.100$ s$^{-1}$. The condition fails, and the rate falls from the start.

**Q.** What is being balanced at the maximum, in physical terms?

**A.** The term $\beta E/(k_BT^2)$ is $d\ln k/dt$, the fractional increase per second of the rate constant due to heating. The term $k$ is the fractional loss per second of the porogen that remains. Early in the ramp, the reaction speeds up faster than its supply shrinks. Late in the ramp, the supply shrinks faster. At the peak temperature $T_p$ the two are equal:

$$\frac{\beta E}{k_BT_p^2}=A\,e^{-E/(k_BT_p)} . \tag{3}$$

**Q.** Now produce the straight line.

**A.** Multiply both sides of (3) by $k_B/E$:

$$\frac{\beta}{T_p^2}=\frac{Ak_B}{E}\,e^{-E/(k_BT_p)} .$$

Then take logarithms:

$$\ln\frac{\beta}{T_p^2}=\ln\frac{Ak_B}{E}-\frac{E}{k_B}\,\frac{1}{T_p}. \tag{4}$$

This is Kissinger's relation. No term has been dropped, so it is exact for the stated model. Runs at different $\beta$ give points on one straight line when $\ln(\beta/T_p^2)$ is plotted against $1/T_p$. The slope is $-E/k_B$. The intercept $I=\ln(Ak_B/E)$ then gives $A=(E/k_B)e^{I}$.

**Q.** You are taking the logarithm of something with units.

**A.** Both sides carry the same unit, K$^{-1}$ s$^{-1}$, so the logarithms are of numerical values in that unit. I put $\beta$ in K/s and $T_p$ in K. With $\beta$ in K/min, every left side would increase by $\ln 60$. The slope would not change, but the intercept would then give $A$ in min$^{-1}$.

**Q.** Suppose two laboratories begin their ramps at different temperatures. Will they find different peaks?

**A.** Not in this model, provided both starts satisfy (2). Neither $T_0$ nor $\alpha$ appears in (3). A warmer start leaves more porogen at each later temperature, because less was lost on the way. That changes the height of the curve beyond the start by a constant factor, and leaves its maximum in place. At 10 K/min, starts at 300 K and at 640 K both lead to the same $T_p$.

**Q.** And if the heating rate drifts during the run?

**A.** Equation (1) used $dT/dt$ at the moment in question and no earlier history. At any smooth maximum of the rate, (3) therefore still holds with $\beta$ replaced by the actual $dT/dt$ at that maximum. What is lost is the proof that there is a single maximum, since the first term in (1) need no longer fall steadily.

**Q.** Equation (4) has $T_p$ on both sides. Can you predict a peak, or merely interpret one?

**A.** It can be predicted. Define the dimensionless number

$$x=\frac{E}{k_BT_p},\qquad\text{so that}\qquad \frac{E}{k_BT_p^2}=\frac{k_B}{E}\,x^2 .$$

Equation (3) becomes $\beta(k_B/E)x^2=Ae^{-x}$, or

$$x^2e^x=\frac{AE}{k_B\beta}\equiv C .$$

Both sides are positive. Take the positive square root and divide by two:

$$\frac{x}{2}\,e^{x/2}=\frac{\sqrt C}{2}.$$

The Lambert function $W(z)$ is defined, for positive $z$, as the positive solution of $We^W=z$. Hence

$$x=2W\!\left(\frac{\sqrt C}{2}\right),\qquad T_p=\frac{E}{k_Bx}. \tag{5}$$

For the example at 10 K/min,

$$C=\frac{5\times10^{13}\times24369.5}{0.16667}=7.311\times10^{18},\qquad \frac{\sqrt C}{2}=1.352\times10^{9}.$$

The Lambert function of this number is 18.1275, so $x=36.255$ and

$$T_p=\frac{24369.5}{36.255}=672.17\ \text{K},$$

or 399 °C.

**Q.** How far does the peak move when I change the heating rate?

**A.** Write (4) as $\ln\beta=2\ln T_p-E/(k_BT_p)+\text{constant}$ and differentiate:

$$d\ln\beta=\left(\frac{2}{T_p}+\frac{E}{k_BT_p^2}\right)dT_p=\frac{x+2}{T_p}\,dT_p .$$

Therefore

$$\frac{dT_p}{d\ln\beta}=\frac{T_p}{x+2}. \tag{6}$$

At 10 K/min this is $672.17/38.255=17.6$ K. Doubling the heating rate raises the peak by about $17.6\ln2=12$ K. The sign is positive because a faster ramp gives the porogen less time at each temperature, so more of it survives to react at higher temperature.

**Q.** Show me the whole procedure with numbers.

**A.** I keep $E$ and $A$ fixed and use four heating rates. Equation (5) gives the peak temperatures, and the last two columns are the coordinates of the Kissinger plot.

| $\beta$ (K/min) | $T_p$ (K) | $1000/T_p$ (K$^{-1}$) | $\ln(\beta/T_p^2)$ |
|---:|---:|---:|---:|
| 2 | 645.01 | 1.55037 | −16.3397 |
| 5 | 660.21 | 1.51468 | −15.4700 |
| 10 | 672.17 | 1.48771 | −14.8128 |
| 20 | 684.57 | 1.46077 | −14.1562 |

From the first and last rows, the slope is

$$\frac{-14.1562-(-16.3397)}{(1.46077-1.55037)\times10^{-3}\ \text{K}^{-1}}=\frac{2.1835}{-8.960\times10^{-5}\ \text{K}^{-1}}=-2.437\times10^{4}\ \text{K}.$$

Multiplying by $-k_B=-8.61733\times10^{-5}$ eV/K gives $E=2.10$ eV, or 203 kJ/mol. With $E/k_B=24369.5$ K, the last row gives the intercept:

$$I=-14.1562+24369.5\times1.46077\times10^{-3}=21.442 .$$

Hence $A=24369.5\,e^{21.442}=5.0\times10^{13}$ s$^{-1}$.

**Q.** You have recovered what you put in.

**A.** Yes. The arithmetic shows how the plot is read. It is no evidence that a real porogen follows the model. The extra digits in the temperatures serve the subtraction: the four peaks span 40 K, and the reciprocal temperatures differ by about 6 %. A real peak is not known to 0.01 K, and small errors that grow with heating rate are therefore a serious matter.

**Q.** Are there limits in which the relation becomes useless even though the model holds?

**A.** There are two simple ones. If $E$ tends to zero with $T_0$ fixed, the left side of (2) tends to zero while $k$ tends to $A$. Heating no longer speeds the reaction, and the rate merely decays. If instead $\beta$ tends to zero at fixed $T_0$ and $E$, condition (2) also fails in the end, because the porogen decomposes near $T_0$ before the ramp has raised the temperature appreciably. A usable run must start cold enough for the rise of the rate to be seen.

## Second half: what the peak does and does not prove

The symbols taken over are these. The decomposed fraction is $\alpha$, the heating rate is $\beta$, and the rate constant is $k=Ae^{-E/(k_BT)}$. The rate peaks at $T_p$, and $x=E/(k_BT_p)$. For one first-order step, the peak satisfies

$$\frac{\beta E}{k_BT_p^2}=k(T_p),\qquad \ln\frac{\beta}{T_p^2}=\ln\frac{Ak_B}{E}-\frac{E}{k_BT_p}.$$

The example has $E=2.1$ eV, $A=5\times10^{13}$ s$^{-1}$ and ramps of 2, 5, 10 and 20 K/min from 300 K. At 10 K/min, $T_p=672.17$ K and $x=36.255$. Below, an "apparent" activation energy is $-k_B$ times the slope of a least-squares line through the four points of the Kissinger plot.

**Q.** The peak temperature ignores how much porogen has gone. Does the model at least say how much that is?

**A.** It does, for a cold start. Let $G=\int k\,dt$ up to the peak, so that $1-\alpha_p=e^{-G}$. Since $dt=dT/\beta$, and the part of the integral below $T_0$ is negligible here,

$$G=\frac{A}{\beta}\int_0^{T_p}e^{-E/(k_BT)}dT .$$

Substitute $y=E/(k_BT)$, for which $dT=-(E/k_B)\,dy/y^2$. The minus sign reverses the limits:

$$G=\frac{AE}{\beta k_B}\int_x^\infty\frac{e^{-y}}{y^2}\,dy .$$

The peak condition is $AE/(\beta k_B)=x^2e^x$. Integrating by parts repeatedly, each time integrating $e^{-y}$, gives for large $x$

$$\int_x^\infty\frac{e^{-y}}{y^2}dy=e^{-x}\left(\frac1{x^2}-\frac2{x^3}+\frac6{x^4}-\dots\right).$$

Therefore

$$G=1-\frac2x+\frac6{x^2}-\dots \tag{7}$$

As $x$ grows, $\alpha_p$ approaches $1-1/e=0.632$. For $x=36.255$, the first two terms give $G=0.945$ and $\alpha_p=0.611$. Numerical integration of the rate law gives 0.613. A warm start lowers $\alpha_p$, because the loss below $T_0$ is missing, but it does not move $T_p$.

**Q.** One curve has a whole shape, and you use a single point of it. What does the width say?

**A.** It gives a second estimate of $E$. Measure temperature from the peak by

$$u=\frac{E}{k_BT_p^2}(T-T_p),\qquad\text{so}\qquad T=T_p\left(1+\frac ux\right).$$

The change in the Arrhenius exponent is

$$\frac{E}{k_BT_p}-\frac{E}{k_BT}=x-\frac{x}{1+u/x}=\frac{u}{1+u/x}\approx u ,$$

to leading order in $1/x$. Hence $k\approx k(T_p)e^u$. Also, $dt=dT/\beta=(k_BT_p^2/\beta E)\,du=du/k(T_p)$ by the peak condition. The integral of $k$ up to $u$ is then

$$G+\int_0^u e^{u'}du'\approx1+(e^u-1)=e^u ,$$

and the rate is

$$r\approx k(T_p)\,e^{\,u-e^u}.$$

At the peak, $u-e^u=-1$. At half height it is $-1-\ln2$. The two solutions of that equation, found numerically, lie 2.446 apart. The full width at half maximum is therefore

$$\Delta T\approx2.446\,\frac{k_BT_p^2}{E}=2.446\,\frac{T_p}{x}. \tag{8}$$

At 10 K/min this is $2.446\times672.17/36.255=45.4$ K. The numerically integrated curve has a width of 43.7 K, which is 3.6 % less than the leading formula. The neglected terms are of relative order $1/x$, or 3 %, times a number of order one. Used backwards, (8) turns the width of 43.7 K into $E=2.18$ eV, within 4 % of the true 2.10 eV.

**Q.** I have a straight Kissinger plot. May I now say that the reaction is first order?

**A.** No. Consider a second-order reaction with the same $k$, and let $c=1-\alpha$, so that $r=kc^2$ and $dc/dt=-kc^2$. Then

$$\frac{d\ln r}{dt}=\frac{\beta E}{k_BT^2}+\frac2c\frac{dc}{dt}=\frac{\beta E}{k_BT^2}-2kc .$$

The peak condition now contains $2c_p$. To find it, integrate $d(1/c)/dt=k$ to get $1/c_p=1+G$. The expansion of the integral gives $G=(k/\beta)(k_BT_p^2/E)(1-2/x)$ to first order in $1/x$. By the new peak condition this is $G=(1-2/x)/(2c_p)$. Multiplying $1/c_p=1+G$ by $2c_p$ yields

$$2=2c_p+1-\frac2x,\qquad\text{so}\qquad 2c_p=1+\frac2x .$$

The Kissinger line thus acquires the extra term $\ln(1+2/x)$, which hardly varies over the four ramps. Numerical integration gives an apparent energy of 2.103 eV, about 0.1 % too high. No ordinary measurement would notice it.

**Q.** Then how would I tell the two apart?

**A.** The shape differs. At 10 K/min, the second-order curve has a width of 61.9 K instead of 43.7 K, and 47 % of the porogen has decomposed at its peak instead of 61 %.

The load is another guide. In a second-order reaction, the $A$ used above contains the initial concentration, so doubling that concentration doubles $A$. Since $dc/dT=-(k/\beta)c^2$, the prefactor and the heating rate affect the peak temperature only through $A/\beta$. Doubling $A$ therefore acts like halving $\beta$ and lowers $T_p$ by about 12 K. A first-order peak stays where it is. This comparison holds the film thickness, the escape of fragments and the chemical surroundings fixed.

**Q.** An organosilicate network is disordered. Porogen units sit at different sites, so why should they share one activation energy?

**A.** They need not. Suppose that $E$ has a Gaussian distribution with mean 2.1 eV and standard deviation 0.05 eV, the same $A$ applies to every site, and each population decomposes independently. The signal is the weighted sum of first-order curves, which I evaluated by Gauss–Hermite quadrature. At 10 K/min the peak lies at 668.3 K, about 4 K below that of a single energy. The width is 58.2 K, one third more than 43.7 K.

The extra width comes from populations that peak at different temperatures. In $x^2e^x=AE/(k_B\beta)$, a 2.4 % change in $E$ changes $x$ by roughly 0.02, which is less than 0.1 %. Thus $T_p=E/(k_Bx)$ is nearly proportional to $E$, and one standard deviation moves the peak by about $0.05/2.1\times672=16$ K.

**Q.** And the Kissinger energy?

**A.** It is 2.086 eV, within 1 % of the mean. The width tells another story. Inserting 58.2 K and 668.3 K into (8) gives only 1.62 eV. A disagreement of that size between the two estimates shows that the single first-order step is inadequate, or that something else has broadened the curve. It does not identify the cause: in this example, second order and a spread of energies give similar widths, and both lower the conversion at the peak from 61 %, to 47 % and 55 % respectively.

**Q.** Why keep the factor $T_p^2$? It changes little over 40 K.

**A.** It changes enough to matter. From Kissinger's relation,

$$\ln\beta=\text{constant}+2\ln T_p-\frac{E}{k_BT_p}.$$

For any function $f$, $df/d(1/T)=-T^2\,df/dT$. The term $2\ln T_p$ therefore adds $-2T_p$ to the slope, and a plot of $\ln\beta$ alone yields $E+2k_BT_p$. With a mean $k_BT_p$ of 0.057 eV, that is 2.21 eV, or 5 % too high.

**Q.** You also assumed a constant prefactor. Some rate theories put a factor $T$ in front.

**A.** Then let $k=A(T/T_r)e^{-E/(k_BT)}$, with $T_r$ a fixed reference temperature. Its logarithmic derivative is

$$\frac{d\ln k}{dT}=\frac1T+\frac{E}{k_BT^2}=\frac{E+k_BT}{k_BT^2}.$$

The peak condition is $\beta\,d\ln k/dT=k$. Dividing it by $(E+k_BT_p)/k_B$ and taking logarithms gives

$$\ln\frac{\beta}{T_p^2}=\text{constant}+\ln T_p-\ln(E+k_BT_p)-\frac{E}{k_BT_p}.$$

By the same rule for derivatives, the slope is

$$-T_p+\frac{k_BT_p^2}{E+k_BT_p}-\frac{E}{k_B}.$$

Multiplying by $-k_B$ gives the apparent energy:

$$E_{\rm app}=E+k_BT_p-\frac{(k_BT_p)^2}{E+k_BT_p}. \tag{9}$$

In the example this is 2.156 eV. The difference from 2.1 eV is one of definition: a quoted energy should say which form of $k$ it belongs to.

**Q.** Now the instrument. My thermometer is not inside the film.

**A.** Let the thermometer read $T_m$ and let the film follow it with a time constant $\tau$, so that $dT/dt=(T_m-T)/\tau$. If $T_m$ rises at the rate $\beta$, the lag $\ell=T_m-T$ obeys

$$\frac{d\ell}{dt}=\beta-\frac{\ell}{\tau},$$

and settles at $\ell=\beta\tau$. For an assumed $\tau=5$ s, the lag is 0.17 K at 2 K/min and 1.67 K at 20 K/min. From the unrounded values, the recorded peaks are 645.17 K and 686.24 K, and these two give

$$E=k_B\,\frac{\ln10-2\ln(686.24/645.17)}{1/645.17-1/686.24}=2.02\ \text{eV}.$$

The fit to all four peaks gives 2.03 eV, about 3.5 % too low. An error of less than 2 K matters because it grows with $\beta$ and so stretches the measured interval.

**Q.** The fragments must also find their way out.

**A.** That adds a similar delay. Let the film have thickness $L$, with a sealed substrate at $z=0$ and an open surface at $z=L$. A fragment diffuses with a constant coefficient $D$. Let $\theta(z)$ be its mean exit time. In a short time $\delta t$ it steps by $\pm\delta$ with equal chance, where $\delta^2=2D\,\delta t$, so

$$\theta(z)=\delta t+\tfrac12\left[\theta(z+\delta)+\theta(z-\delta)\right]\approx\delta t+\theta(z)+\tfrac12\delta^2\theta''(z).$$

Hence $D\theta''=-1$. With $\theta'(0)=0$ and $\theta(L)=0$, the solution is $\theta=(L^2-z^2)/(2D)$. Its average over the film is

$$\frac{1}{2D}\left(L^2-\frac{L^2}{3}\right)=\frac{L^2}{3D}.$$

For $L=500$ nm and an assumed $D=10^{-10}$ cm²/s, this is 8.3 s. I combined the full distribution of exit times, computed with the film divided into 60 cells, with the decomposition rate. The gas peak moves up by 0.27 K at 2 K/min and by 2.5 K at 20 K/min. The apparent energy falls to 1.99 eV, 5 % too low. This holds $D$ constant, whereas diffusion in a real film usually speeds up with temperature. With the same $D$ at 672 K and a diffusion barrier of 0.5 or 1 eV, the apparent energy is 2.01 or 2.04 eV. At fixed $D$, a film ten times thinner has a mean delay one hundred times shorter.

**Q.** Does the heat of reaction disturb the ramp?

**A.** Hardly, for a thin film on a wafer. Assume 30 % porogen by volume, a density of 1 g/cm³ and a reaction heat of 1000 J/g. The 500 nm film then exchanges $5\times10^{-5}\times0.3\times1000=0.015$ J/cm². A wafer 775 µm thick with 2 J/(cm³ K) stores 0.155 J/cm² per kelvin. Even if all the heat stays in the wafer, its temperature changes by 0.1 K.

**Q.** How close is this to a real low-k process?

**A.** Organosilicate films with an organic porogen are typically cured near 400 °C, and the example was placed there. Its $E$ and $A$ are round model values, not data for a particular porogen. At a constant 400 °C, the model has $k=9.5\times10^{-3}$ s$^{-1}$, so removing 99 % takes $\ln(100)/k=486$ s, or 8.1 min. Real porogens may decompose in several steps, and the assumption of one energy is the first I would doubt. The assumed 0.05 eV spread moves the Kissinger energy by less than 1 % but widens the peak by a third. Many cures also use ultraviolet light, which opens a route absent from this model; I have not estimated its effect. The values of $E$ and $A$ describe heating in the dark.

**Q.** If my energy is 5 % low, does the predicted cure suffer?

**A.** If one first-order step applies and $T_p$ itself is right, the rate constant suffers little near the peak and more far below it. At a given $T_p$, the peak condition fixes $k(T_p)=\beta E/(k_BT_p^2)$, so a 5 % error in $E$ is a 5 % error in $k$ there. Now extrapolate to 300 °C, or 573.15 K, using 1.993 eV instead of 2.100 eV and holding $T_p=672.17$ K fixed. The ratio of predicted to true rate constant is

$$\frac{1.993}{2.100}\exp\left[\frac{0.107}{k_B}\left(\frac1{573.15}-\frac1{672.17}\right)\right]\approx0.95\times1.38=1.3 .$$

The prediction is about 30 % too fast. For a single first-order step with correctly measured peak temperatures, the prediction is therefore safer near the peaks than far below them.

Two limits remain even there. If the energy is low because of a delay, the recorded $T_p$ is also too high, which lowers the predicted rate constant at every temperature. With the line fitted to the delayed peaks of the diffusion example, the ratio of predicted to true rate constant is 1.20 at 300 °C, 1.01 at 350 °C and 0.87 at 400 °C. And if the sites have a spread of energies, those with the highest energies react last, so removing the final few percent takes longer than the single-energy formula says. For the 0.05 eV spread, removing 99 % at 400 °C takes 21 min, against 8.1 min for the single energy and 6.5 min from the Kissinger fit to the peaks of the spread. The end of a cure should be measured, not inferred from the peak.
